Velocity-Mismatch Bandwidth of a Long, Matched Travelling-Wave Germanium Photodiode

A germanium photodiode 800 µm long, treated as one capacitor between two 20 Ω resistors, should lose half its signal power at 16 GHz. Treated as a transmission line ending in the same two resistors, it reaches 67 GHz in the lossless model used below. The capacitance is the same in both estimates. What has changed is that the diode no longer has one common voltage. If the same absorption profile were lit everywhere at once, the line would already reach 34 GHz. Because the light travels along the diode in the same direction as the electrical signal, this doubles again, and the bandwidth is set by how far they drift apart before the light is absorbed.

**The model**

The diode occupies 0 < z < L and light enters at z = 0. The light is in one guided mode with group velocity v_o and modal power absorption α, all of which produces photocurrent. The electrodes form a uniform lossless line with inductance L' and capacitance C' per unit length, so that

Z0 = √(L'/C'),  v_e = 1/√(L'C').

Each end is closed by a resistor Z0; the one at z = L is the load. Small modulated quantities vary as exp(iωt), with ω = 2πf. Carrier transit is neglected: absorbed light drives the line at once. If P₁ is the amplitude of the optical power modulation at the input and hν the photon energy, complete absorption would give the photocurrent amplitude I0 = eP₁/(hν). The velocity mismatch is

Δ = 1/v_o − 1/v_e.

The result to be derived is

I_load = (I0/2) exp(−iωL/v_e) α [1 − exp(−(α+iωΔ)L)] / (α+iωΔ).  (1)

**First derivation: waves at one frequency**

The optical power obeys

∂P/∂z + (1/v_o) ∂P/∂t = −αP.

For the modulated part, ∂/∂t becomes iω, so its amplitude is P₁ exp(−αz − iωz/v_o). The power absorbed per unit length is α times this. Multiplication by e/(hν) gives the current fed into the line per unit length:

J(z) = α I0 exp(−αz − iωz/v_o).

Let V be the line voltage and I the line current, positive towards the load. The telegraph equations with this source are

dV/dz = −iωL'I,  dI/dz = −iωC'V + J.

They separate in the combinations

A = (V + Z0 I)/2,  B = (V − Z0 I)/2.

The definitions of Z0 and v_e give L' = Z0/v_e and C' = 1/(Z0 v_e). Therefore

dA/dz = ½[−iωZ0 I/v_e − iωV/v_e + Z0 J] = −(iω/v_e)A + Z0 J/2,

dB/dz = ½[−iωZ0 I/v_e + iωV/v_e − Z0 J] = +(iω/v_e)B − Z0 J/2.

So A is the wave moving towards the load and B the wave moving back. At the load, V = Z0 I, hence B(L) = 0. At the input, the current entering the resistor is −I(0), so V(0) = −Z0 I(0) and A(0) = 0. These two conditions are what matching means here.

Multiplying the equation for A by exp(iωz/v_e) turns its first two terms into one derivative:

d/dz [A exp(iωz/v_e)] = (Z0/2) J exp(iωz/v_e).

Integration from 0 to L, with A(0) = 0, gives

A(L) = (Z0/2) exp(−iωL/v_e) ∫₀ᴸ J(z) exp(iωz/v_e) dz.

Since I = (A − B)/Z0 and B(L) = 0, the load current is A(L)/Z0. Inserting J and collecting the phases,

I_load = (I0/2) exp(−iωL/v_e) ∫₀ᴸ α exp[−(α+iωΔ)z] dz,

and the elementary integral gives (1). The factor ½ comes from the source term Z0 J/2: each element of photocurrent feeds both waves equally, and the input resistor takes the backward half.

The same steps for B, with B(L) = 0, give the current in the input resistor:

I_input = (I0/2) α [1 − exp(−(α+iωΣ)L)] / (α+iωΣ),  Σ = 1/v_o + 1/v_e.  (2)

The sum appears because light and backward wave move in opposite directions. The bandwidth governed by the velocity difference therefore belongs to the far load.

**Second derivation: arrival times of charge**

Now let a very short light pulse enter at t = 0, carrying enough photons to release a total charge Q if all were absorbed. The slice between z and z + dz receives the light at time z/v_o and puts the charge

dq = Q α exp(−αz) dz

on the line. The line looks the same to the left and right of the slice, so dq/2 leaves in each direction. Without loss or dispersion each half keeps its shape, and without reflection each is absorbed when it reaches an end. The half bound for the load arrives at

t(z) = z/v_o + (L−z)/v_e = L/v_e + zΔ.

Each z has its own arrival time, so the load current is the charge per unit z divided by the arrival-time interval per unit z, which is |Δ|:

h(t) = (Q/2)(α/|Δ|) exp[−α(t − L/v_e)/Δ],

for t between L/v_e and L/v_o, and zero outside. The absorption profile has been copied into time, with duration |Δ|L and time constant |Δ|/α.

A modulated input is a succession of such pulses, so its response is the Fourier integral of h with Q replaced by I0. With t = L/v_e + zΔ, and |Δ|dz for the positive time element,

∫ h(t) exp(−iωt) dt → (I0/2) exp(−iωL/v_e) ∫₀ᴸ α exp[−(α+iωΔ)z] dz.

This is the integral found before, and (1) follows again.

**The long diode and its single pole**

At ω = 0, equation (1) gives a load current (I0/2)(1 − ε), where ε = exp(−αL). Dividing (1) by this value and removing the line delay leaves

H = [1/(1 + iωΔ/α)] · [1 − ε exp(−iωΔL)]/(1 − ε).  (3)

When αL ≫ 1, ε vanishes and only the first factor survives. The load power is proportional to |H|² = 1/[1 + (ωΔ/α)²], which is one half when ω|Δ| = α. Hence

f_pole = α/(2π|Δ|).  (4)

In words, the light survives for a distance of about 1/α, over which it slips relative to the electrical wave by a time |Δ|/α. Stronger absorption shortens that distance, and closer velocities reduce the slip per unit distance.

The error of the single pole at finite length follows from (3). The second factor differs from 1 by

ε[1 − exp(−iωΔL)]/(1 − ε),

whose magnitude is at most 2ε/(1 − ε), reached when ω|Δ|L = π.

A diode of finite length has no pole at all. If iω is replaced by a complex variable s, the denominator of (1) vanishes at s = −α/Δ, but so does the bracket above it, and their ratio tends to L. The pole is a property of the limit.

Its position depends on the sign of Δ. If the electrical wave is the faster one, Δ > 0 and the pulse is a decaying exponential. If it is the slower one, Δ < 0 and the pole has positive real part. The pulse then rises exponentially and stops abruptly at L/v_e, when the charge generated at the input face arrives last. Causality is safe, because nothing arrives before L/v_o.

**The opposite limit: weak absorption**

If αL → 0, the source is uniform along the diode. The integral in (1) becomes

∫₀ᴸ exp(−iωΔz) dz = L exp(−ix) (sin x)/x,  x = ωΔL/2 = πfΔL.

Half power requires (sin x)/x = 1/√2, whose first root is |x| = 1.392. Thus

f_short = 1.392/(π|Δ|L).

Length has taken the place of absorption, because the interaction now ends where the diode ends.

**Worked example**

The parameters are round, rough values for a weakly coupled germanium-on-silicon diode at 1550 nm. The germanium is 4 µm wide and 0.5 µm thick with relative permittivity 16, so its capacitance is

16 ε₀ × 4/0.5 = 1.133 nF/m.

Electrodes add 0.1 nF/m, and L' = 0.5 µH/m. Then

Z0 = √(0.5×10⁻⁶/1.233×10⁻⁹) = 20.1 Ω,

and the electrical index c/v_e is 7.445. With an optical group index of 3.7,

Δ = (3.7 − 7.445)/c = −12.49 ps/mm.

The modal absorption is 50 cm⁻¹, or 5 mm⁻¹, so αL = 4. Equation (4) gives

f_pole = 5 mm⁻¹/(2π × 12.49 ps/mm) = 63.7 GHz.

The full expression (1) gives 67.2 GHz. The difference can be traced. At 63.7 GHz the phase ω|Δ|L equals αL = 4 rad, and ε = 0.0183. The second factor in (3) then has squared magnitude

(1 − 2ε cos 4 + ε²)/(1 − ε)² = 1.024/0.964 = 1.063.

The power there is 0.53 instead of 0.50, and the half-power point lies a little higher. The bound 2ε/(1 − ε) is 0.037, relative to the single-pole amplitude. At zero frequency the load receives 0.49 of I0.

The pulse begins at L/v_o = 9.9 ps and ends at L/v_e = 19.9 ps, with time constant 12.49/5 = 2.5 ps. It therefore grows by a factor e⁴ ≈ 55 and then stops. As a test, the telegraph equations were stepped in time for a Gaussian light pulse of 0.1 ps standard deviation; the fitted time constant was 2.498 ps, equal to the formula at the digits printed. A separate test solved the equations on a line of 2000 cells at five frequencies from 0 to 150 GHz. The currents at both ends agreed with (1) and (2) to about 1×10⁻⁵ of I0.

The lumped estimate in the opening puts the whole capacitance C'L across two resistors Z0 in parallel:

f_lumped = 1/[2π(Z0/2)C'L] = 1/(πZ0C'L) = v_e/(πL) = 16 GHz.

At this frequency ωL/v_e = 2, so the electrical phase changes by 2 rad along the diode. The assumption of one common voltage has failed at the very frequency it predicts.

**Other terminations**

With an open input, I(0) = 0, so A(0) = B(0): the backward wave is reflected and follows the forward one to the load. The load current becomes

(I0/2) exp(−iωL/v_e) [F(Δ) + F(Σ)],  F(D) = α[1 − exp(−(α+iωD)L)]/(α+iωD).

At zero frequency the current doubles, but the half-power frequency falls to 22 GHz. The added term is the slow one: Σ = (3.7 + 7.445)/c = 37.2 ps/mm, for which α/(2πΣ) is 21 GHz. With the common delay removed, this term also lags while the first one leads, because Σ and Δ have opposite signs here, so at 22 GHz the two add about 65° out of phase. The half-power point belongs to their sum, and its closeness to 21 GHz is accidental: it stays near 22 GHz for any optical index from 1 to 7.4, while α/(2πΣ) falls from 28 to 16 GHz.

A load resistance R different from Z0, with the input still matched, is milder. The load reflects a fraction ρ = (R − Z0)/(R + Z0) of the voltage wave, and the input absorbs what comes back. The load current is multiplied by 1 − ρ = 2Z0/(R + Z0). For 50 Ω this is 0.57 at every frequency, and the bandwidth is unchanged.

**Beside a real device**

The coupling here is far from typical. The modal absorption is 2% of 2500 cm⁻¹, a rough value for germanium grown on silicon, where tensile strain lowers the direct gap. This weak coupling was chosen to spread the photocurrent over a long diode; common germanium waveguide photodiodes absorb much more strongly and are much shorter. A 20 Ω termination is also unusual beside the customary 50 Ω. Real devices break the assumptions of a lossless line and instantaneous carriers. With one effect added at a time to the 67 GHz model, a rough diode series resistance of 0.3 Ω mm lowers the bandwidth to 43 GHz, and an electrode resistance of 6 Ω/mm, held constant with frequency, to 63 GHz. Carrier transit, with both carriers at 6×10⁶ cm/s and generation uniform across the layer, has a bandwidth of 66 GHz by itself and brings the total to 47 GHz; generation concentrated near one face lowers these to about 54 and 42 GHz. With both resistances, transit and 2 dB/cm of optical scattering, 35 GHz remains. Removing the mismatch alone, by slowing the light to the electrical index 7.4 with the line and all these losses kept, raises it to 43 GHz. Velocity mismatch is thus one limit among several here. Matching by speeding up the line changes the losses as well. With the terminations rematched, lowering L' to 0.124 µH/m gives 48 GHz, and lowering the diode capacitance to 0.205 nF/m gives 54 GHz if the series resistance rises in inverse proportion, or 63 GHz if it does not. Of the effects added singly to the lossless model, series resistance and carrier transit lower the bandwidth most. Their order depends on the rough inputs: it reverses below about 0.22 Ω mm, or at a carrier speed of 5×10⁶ cm/s.

The absorption itself is uncertain near the germanium edge. A voltage of 2 V across the germanium layer gives a field of 40 kV/cm, against a rough breakdown field of 100 kV/cm. The 40 kV/cm field broadens the edge on a scale of about 30 meV, and a temperature rise of 40 K shifts the gap by about 16 meV. The resulting change in α is not calculated, but its consequence can be sized: halving α at fixed length gives 50 GHz. Equation (4) would give 32 GHz, which is too low because αL is then only 2 and the end of the diode cuts the slip short. At 5 mW of optical power, a crude upper bound on space-charge screening is about 5 kV/cm; with uniform generation the electron and hole charges largely compensate, and at fixed voltage the field changes by less than 1 kV/cm. Direct tunnelling carries an exponent of about −140 and is negligible; tunnelling assisted by phonons or defects was not estimated.

**What each derivation assumes**

Both derivations need a linear response, a uniform line, a single decaying optical mode and photocurrent that follows the light at once. They differ in what they ask of the line.

The first works at one frequency. If L' and C' vary with frequency but remain lossless, its algebra stands, with v_e and Z0 taken at that frequency and the terminations matched there. Equation (1) then survives, but Δ depends on ω and the response need not be a single pole. This derivation also supplies the voltage, and it handles other terminations by changing the boundary conditions.

The second needs pulses that keep their shape, so it requires v_e to be the same at all frequencies present. In return it uses no telegraph equation and no value of Z0: left-right symmetry, conservation of charge and absence of reflection are enough. It also shows where the single pole comes from. Any absorption profile would be copied into the pulse, and an exponential profile gives an exponential pulse, whose spectrum approaches the single-pole form as the diode becomes long enough for its far end not to matter.

The remaining computed values are in the numerical output below.

Computed results

```
wavelength: 1550 nm
modal absorption: 50 1/cm
bulk Ge absorption, rough: 2500 1/cm
modal/bulk absorption: 0.02
diode length: 800 um
absorption times length: 4
Ge width: 4 um
Ge thickness: 0.5 um
Ge relative permittivity: 16
line inductance: 0.5 uH/m
electrode capacitance: 0.1 nF/m
diode capacitance: 1.133 nF/m
line impedance: 20.13 ohm
optical group index: 3.7
electrical index: 7.445
inverse-velocity difference: -12.49 ps/mm
single-pole bandwidth: 63.71 GHz
finite-length bandwidth: 67.18 GHz
finite-length bound: 0.03731
largest departure found: 0.03731
load share of I0 at zero freq.: 0.4908
weak-absorption bandwidth: 44.33 GHz
half-power root x: 1.392
lumped-diode bandwidth: 16.02 GHz
open-input bandwidth: 22.26 GHz
open-input current gain: 2
first pulse arrival: 9.873 ps
last pulse arrival: 19.87 ps
pulse time constant, formula: 2.498 ps
pulse time constant, stepped: 2.498 ps
closed-form error / I0: 1.295e-05
pole-law relative error: 6.358e-06
series resistance: 0.3 ohm mm
bandwidth with it: 43.01 GHz
metal resistance: 6 ohm/mm
bandwidth with it: 62.56 GHz
scattering loss: 2 dB/cm
bandwidth with it: 67.62 GHz
absorption beat period: 10 um
bandwidth with full beating: 67.18 GHz
bandwidth, absorption halved: 49.84 GHz
carrier speed: 6e+06 cm/s
transit bandwidth alone: 66.4 GHz
mismatch and transit: 46.63 GHz
combined bandwidth: 34.71 GHz
combined, equal velocities: 42.63 GHz
line loss at combined bandwidth: 2.311 dB
layer voltage: 2 V
layer field: 40 kV/cm
breakdown field, rough: 100 kV/cm
optical power: 5 mW
full photocurrent: 6.251 mA
screening field, upper size: 4.596 kV/cm
direct tunnelling exponent: 144
field broadening energy: 31.24 meV
temperature rise: 40 K
gap shift for this rise: 16 meV
```
